**Semi-implicit motion of a closed atomic step with equally spaced markers**

The program evolves the tangent angle θ and perimeter L of a step with outward normal velocity V = v0 + B ∂²(gκ)/∂s², where v0 is uniform capture, B the edge-diffusion coefficient, g the dimensionless stiffness and κ the curvature. Only a constant-coefficient fourth-derivative term is implicit, and a tangential velocity keeps the markers equally spaced. The program asserts the lattice-path stiffness, the kinematic rates, the decay of small modes, the temporal order, the stability threshold of the split and the approach to the equilibrium shape. It also asserts agreement with a separate polygon calculation in which vertices move only along normals; the largest distance is 5.5e-7 for a largest marker motion of 0.052, in units of the nominal radius. The measured temporal order is 2.12. With an implicit coefficient below the threshold, the output shows a growing ripple and, in a longer run, a false collapse of the perimeter. For a Cu(001) island with rough typical parameters, the main time step is about 1900 times the explicit limit, and doubling all time steps moves the final markers by less than 1e-4 nm. The program also estimates terrace transport, non-uniform capture, thermal fluctuations and the effect of an error in the activation energy.

## Program and output

```python
"""Closed atomic step evolved in tangent angle theta and length L.
Result under test: with outward normal velocity V = v0 + B d2(g*kappa)/ds2,
a tangential velocity T keeps markers equally spaced, while a second-order
scheme treats only B*g_max*(2 pi/L)^4 d4(theta)/dalpha4 implicitly.
alpha: marker label in [0, 2 pi); phi = theta - alpha; kappa: curvature;
g = a*stiffness/(kB*T): dimensionless stiffness; B: edge-diffusion coefficient;
v0: uniform capture velocity; C: constant of the equilibrium shape
cosh X + cosh Y = C of a square-lattice step (C = None means isotropic, g = 1).
Tests without stated units use radius 1 and B = 1."""
from functools import lru_cache
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar

PI2 = 2 * np.pi


@lru_cache(maxsize=None)
def symbol(n, order):
    ik = 1j * np.arange(n // 2 + 1)
    ik[0] = 1
    result = ik ** order
    result[0] = 0
    result[-1] = 0
    return result


def deriv(f, order=1):
    """Periodic spectral derivative; order -1 is the zero-mean integral."""
    return np.fft.irfft(symbol(len(f), order) * np.fft.rfft(f), len(f))


@lru_cache(maxsize=None)
def grid(n):
    return PI2 * np.arange(n) / n


def shape_constant(kink_over_kT):
    w = np.exp(-kink_over_kT)
    return (1 + 3 * w * w) / (2 * w)


def stiffness(normal_angle, C):
    if C is None:
        return np.ones_like(normal_angle)
    q = np.cos(2 * normal_angle)
    p = (C * C - 4) / (1 + np.sqrt(1 - q * q * (1 - 4 / C**2)))
    cosh_x, cosh_y = (C + p * q / C) / 2, (C - p * q / C) / 2
    return np.sqrt(p) / (cosh_x * (1 - q) / 2 + cosh_y * (1 + q) / 2)


def rates(phi, L, B, v0, C):
    theta = grid(len(phi)) + phi
    theta_a = 1 + deriv(phi)
    scale = PI2 / L
    potential = stiffness(theta - np.pi / 2, C) * theta_a * scale
    V = v0 + B * scale**2 * deriv(potential, 2)
    stretch = V * theta_a
    mean = stretch.mean()
    T = deriv(mean - stretch, -1)
    T = T - T[0]
    theta_t = scale * (T * theta_a - deriv(V))
    anchor_t = V[0] * np.array([np.sin(theta[0]), -np.cos(theta[0])])
    return theta_t, PI2 * mean, anchor_t, V, T


def evolve(state, dt, steps, B, v0, C, split=1.0):
    """Return new state and time integral of L; None signals blow-up."""
    phi, L, anchor = state
    n = len(phi)
    k4 = np.arange(n // 2 + 1) ** 4.0
    b0 = split * B * float(stiffness(np.array(0.0), C))
    old = None
    length_integral = 0.0
    hat = np.fft.rfft(phi)
    hat[-1] = 0
    phi = np.fft.irfft(hat, n)
    for _ in range(steps):
        F, dL, dX, _, _ = rates(phi, L, B, v0, C)
        if old is None:
            L_new = L + dt * dL
            X_new = anchor + dt * dX
            damp = b0 * (PI2 / L_new) ** 4 * k4
            new = (hat + dt * (np.fft.rfft(F) + damp * hat)) / (1 + dt * damp)
        else:
            hat_o, L_o, X_o, F_o, dL_o, dX_o = old
            L_new = (4 * L - L_o + 2 * dt * (2 * dL - dL_o)) / 3
            X_new = (4 * anchor - X_o + 2 * dt * (2 * dX - dX_o)) / 3
            damp = b0 * (PI2 / L_new) ** 4 * k4
            new = (4 * hat - hat_o + 2 * dt * (np.fft.rfft(2 * F - F_o)
                   + damp * (2 * hat - hat_o))) / (3 + 2 * dt * damp)
        new[-1] = 0
        old = (hat, L, anchor, F, dL, dX)
        length_integral += dt * (L + L_new) / 2
        hat, L, anchor = new, L_new, X_new
        phi = np.fft.irfft(hat, n)
        if not np.isfinite(L) or L <= 0 or not np.abs(phi).max() < 20:
            return None, length_integral
    return (phi, L, anchor), length_integral


def curve(state):
    phi, L, anchor = state
    theta = grid(len(phi)) + phi
    x = deriv(np.cos(theta), -1) * L / PI2
    y = deriv(np.sin(theta), -1) * L / PI2
    return x - x[0] + anchor[0], y - y[0] + anchor[1]


def area(state):
    x, y = curve(state)
    return 0.5 * np.mean(x * deriv(y) - y * deriv(x)) * PI2


def closure(state):
    return state[1] * abs(np.exp(1j * (grid(len(state[0])) + state[0])).mean())


def make_shape(R, modes, n):
    """Equal-arc markers on r = R(1 + sum a cos(m p) + b sin(m p))."""
    def radius(p):
        r = R * (1 + sum(a * np.cos(m * p) + b * np.sin(m * p) for m, a, b in modes))
        rp = R * sum(m * (b * np.cos(m * p) - a * np.sin(m * p)) for m, a, b in modes)
        return r, rp
    p = np.linspace(0, PI2, 4097)
    speed = np.hypot(*radius(p))[:-1]
    mean = speed.mean()
    wiggle = deriv(speed, -1)
    s = np.append(mean * p[:-1] + wiggle - wiggle[0], PI2 * mean)
    q = CubicSpline(s, p)(mean * grid(n))
    r, rp = radius(q)
    phi = q + np.pi / 2 - np.arctan(rp / r) - grid(n)
    return phi, PI2 * mean, np.array([radius(0.0)[0], 0.0])


# --- lattice-path stiffness: eigenvalue condition and support function -------
C_test = shape_constant(2.2)
w_test = np.exp(-2.2)
moves = np.array([[1, 0], [0, 1], [-1, 0], [0, -1]])
allowed = np.array([[0.0 if (u + v == 0).all() else 1.0 for v in moves] for u in moves])


def support(angle):
    top = np.arccosh(C_test - 1)
    f = lambda Y: -(np.arccosh(C_test - np.cosh(Y)) * np.cos(angle) + Y * np.sin(angle))
    return -minimize_scalar(f, bounds=(0, top * (1 - 1e-12)), method="bounded",
                            options={"xatol": 1e-10}).fun


for Y in (0.1, 0.6, 1.1):
    X = np.arccosh(C_test - np.cosh(Y))
    matrix = w_test * allowed * np.exp(moves @ np.array([X, Y]))[None, :]
    assert abs(max(abs(np.linalg.eigvals(matrix))) - 1) < 1e-10
for angle in (0.25, 0.5, 0.75):
    h = 0.004
    curvature_radius = support(angle) + (support(angle + h) - 2 * support(angle)
                                         + support(angle - h)) / h**2
    assert abs(curvature_radius / stiffness(np.array(angle), C_test) - 1) < 2e-3

# --- kinematics: rates of a directly displaced curve -------------------------
C_mild = shape_constant(1.6)
lobes = [(2, 0.10, 0.0), (3, 0.0, 0.04)]
state = make_shape(1.0, lobes, 256)
theta_t, L_t, _, V, T = rates(state[0], state[1], 1.0, 2.0, C_mild)
theta = grid(256) + state[0]
x, y = curve(state)


def displaced_rates(tangential):
    u = V * np.sin(theta) + tangential * np.cos(theta)
    v = -V * np.cos(theta) + tangential * np.sin(theta)
    h = 1e-7
    plus = deriv(x + h * u) + 1j * deriv(y + h * v)
    minus = deriv(x - h * u) + 1j * deriv(y - h * v)
    return (abs(plus) - abs(minus)) / (2 * h), np.angle(plus / minus) / (2 * h)


spacing_rate, angle_rate = displaced_rates(T)
spacing_rate_normal, _ = displaced_rates(0 * T)
assert np.abs(angle_rate - theta_t).max() < 1e-4 * np.abs(theta_t).max()
assert np.abs(spacing_rate - L_t / PI2).max() < 1e-4 * np.ptp(spacing_rate_normal)

# --- decay of small modes on an isotropic circle -----------------------------
start = make_shape(1.0, [(2, 1e-6, 0), (3, 1e-6, 0), (5, 1e-6, 0)], 64)
end, _ = evolve(start, 5e-6, 400, 1.0, 0.0, None)
h0, h1 = np.abs(np.fft.rfft(start[0])), np.abs(np.fft.rfft(end[0]))
measured_rates = {m: np.log(h0[m] / h1[m]) / 2e-3 for m in (2, 3, 5)}
for m, value in measured_rates.items():
    assert abs(value / (m * m * (m * m - 1)) - 1) < 2e-3


# --- stability of the split: recurrence roots and the running solver ---------
def largest_root(g, b0, q):
    r = (g - b0) * q
    return max(abs(np.roots([1.5 + b0 * q, -2 + 2 * r, 0.5 - r])))


q_scan = np.logspace(-3, 8, 300)
assert max(largest_root(1.32, 1, q) for q in q_scan) < 1
assert max(largest_root(1.35, 1, q) for q in q_scan) > 1
assert largest_root(1, 0, 1.32) < 1 < largest_root(1, 0, 1.35)
assert abs(largest_root(0.2, 1, 1e8) - np.sqrt(0.8)) < 1e-5


def ripple_growth(split, mode=30, dt=1e-3):
    """Growth factor per step of a tiny ripple: solver and recurrence root."""
    circle = (np.pi / 2 + 1e-7 * np.cos(mode * grid(64)), PI2, np.array([1.0, 0.0]))
    size = [abs(np.fft.rfft(evolve(circle, dt, m, 1.0, 0.0, None, split)[0][0])[mode])
            for m in (20, 40)]
    return (size[1] / size[0]) ** (1 / 20), largest_root(1 - 1 / mode**2, split,
                                                         dt * mode**4)


def late_state(split):
    """Angle deviation and perimeter after 300 steps, far into any instability."""
    phi, L, anchor = make_shape(1.0, [(3, 0.01, 0)], 64)
    with np.errstate(all="ignore"):
        out, _ = evolve((phi + 1e-6 * np.cos(30 * grid(64)), L, anchor),
                        1e-3, 300, 1.0, 0.0, None, split)
    if out is None:
        return np.inf, np.nan
    return np.abs(out[0] - out[0].mean()).max(), out[1]


growth = {split: ripple_growth(split) for split in (0.80, 0.70)}
for measured, root in growth.values():
    assert abs(measured / root - 1) < 1e-3
assert growth[0.80][0] < 1 < growth[0.70][0]
late = {split: late_state(split) for split in (0.80, 0.70)}
assert late[0.80][0] < 1e-4

# --- temporal order, from a briefly relaxed curve ----------------------------
t_relax, t_test = 0.002, 0.01
relaxed, _ = evolve(make_shape(1.0, lobes, 128), t_relax / 1000, 1000, 1.0, 2.0, C_mild)
runs = [evolve(relaxed, (t_test - t_relax) / m, m, 1.0, 2.0, C_mild)[0]
        for m in (200, 400, 800)]
points = [np.array(curve(s)) for s in runs]
order = np.log2(np.abs(points[0] - points[1]).max() / np.abs(points[1] - points[2]).max())
assert 1.6 < order < 2.5


# --- independent polygon with normal motion only -----------------------------
def polygon_rhs(t, z):
    n = len(z) // 2
    P = z[:n] + 1j * z[n:]
    edge = np.roll(P, -1) - P
    back = np.roll(edge, 1)
    l, lb = abs(edge), abs(back)
    cell = (l + lb) / 2
    tangent = edge + back
    normal = -1j * tangent / abs(tangent)
    pot = stiffness(np.angle(normal), C_mild) * np.angle(edge / back) / cell
    slope = (np.roll(pot, -1) - pot) / l
    velocity = (2.0 + (slope - np.roll(slope, 1)) / cell) * normal
    return np.concatenate([velocity.real, velocity.imag])


polygons = []
for n in (100, 200):
    z0 = np.concatenate(curve(make_shape(1.0, lobes, n)))
    sol = solve_ivp(polygon_rhs, (0, t_test), z0, method="BDF", rtol=1e-7, atol=1e-9)
    assert sol.success
    polygons.append(sol.y[:n, -1] + 1j * sol.y[n:, -1])
extrapolated = (4 * polygons[1][::2] - polygons[0]) / 3
gaps = abs(np.roll(polygons[1], -1) - polygons[1])
normal_only_ratio = gaps.max() / gaps.min()
fine_phi = np.fft.irfft(np.fft.rfft(runs[2][0]), 4096) * 4096 / 128
fine = (fine_phi, runs[2][1], runs[2][2])
fx, fy = curve(fine)
fine_points = fx + 1j * fy
fine_normal = -1j * np.exp(1j * (grid(4096) + fine_phi))
nearest = np.abs(extrapolated[:, None] - fine_points[None, :]).argmin(axis=1)
offset = np.real((extrapolated - fine_points[nearest]) * np.conj(fine_normal[nearest]))
polygon_error = np.abs(offset).max()
anchor_error = abs(extrapolated[0] - complex(*runs[2][2]))
sx, sy = curve(make_shape(1.0, lobes, 100))
polygon_motion = np.abs(extrapolated - (sx + 1j * sy)).max()
assert polygon_error < 3e-4 and anchor_error < 3e-4
assert polygon_motion > 50 * polygon_error

# --- long-time limit is the equilibrium shape -------------------------------
final, _ = evolve(make_shape(1.0, [(2, 0.1, 0)], 96), 2e-4, 7500, 1.0, 0.0, C_test)
x, y = curve(final)
theta = grid(96) + final[0]
inverse_size = np.mean(stiffness(theta - np.pi / 2, C_test)
                       * (1 + deriv(final[0])) * PI2 / final[1])
shape_error = np.abs((np.cosh((x - x.mean()) * inverse_size)
                      + np.cosh((y - y.mean()) * inverse_size)) / C_test - 1).max()
assert shape_error < 1e-3


# --- formulas used to size neglected effects --------------------------------
def terrace_response(n, capture):
    """Growth rate of mode n on a unit circle from exterior Laplace diffusion."""
    p, eps = grid(96), 1e-4
    r, r1, r2 = (1 + eps * np.cos(n * p), -eps * n * np.sin(n * p),
                 -eps * n * n * np.cos(n * p))
    kappa = (r * r + 2 * r1**2 - r * r2) / (r * r + r1**2) ** 1.5
    m = np.arange(13)
    basis = r[:, None] ** -m * np.cos(np.outer(p, m))
    c = np.linalg.lstsq(basis, -np.log(r) if capture else kappa, rcond=None)[0]
    u_r = (1 / r if capture else 0) - (basis * m) @ c / r
    u_p = -(r[:, None] ** -m * np.sin(np.outer(p, m)) * m) @ c
    return 2 * np.mean((u_r - r1 * u_p / r**2) * np.cos(n * p)) / eps


for n in (2, 3):
    assert abs(terrace_response(n, True) - (n - 1)) < 1e-2
    assert abs(terrace_response(n, False) + n * (n * n - 1)) < 5e-2
    amp = 0.01
    excess = make_shape(1.0, [(n, amp, 0)], 64)[1] - PI2 * np.sqrt(1 + amp**2 / 2)
    assert abs(excess / (np.pi * amp**2 * (n * n - 1) / 2) - 1) < 1e-2

# --- worked example: Cu(001) island, rough typical parameters ----------------
temperature, a, kink, attempt = 550.0, 0.255, 0.13, 1e13
E_edge, E_terrace, R, v0, capture_radius = 0.75, 1.10, 50.0, 0.10, 200.0
kT = k_boltzmann * temperature / charge
B = attempt * a**4 * np.exp(-E_edge / kT)
C = shape_constant(kink / kT)
g_max = float(stiffness(np.array(0.0), C))
g_min = float(stiffness(np.array(np.pi / 4), C))
g_mean = stiffness(grid(720), C).mean()
island = [(2, 0.10, 0.0), (3, 0.0, 0.04), (7, 0.006, 0.0)]
dt = 0.002
schedule = [(dt / 200, 1000), (dt / 10, 950), (dt, 900), (dt, 3000), (dt, 6000)]


def describe(t, s):
    x, y = curve(s)
    kappa = (1 + deriv(s[0])) * PI2 / s[1]
    g = stiffness(grid(len(s[0])) + s[0] - np.pi / 2, C)
    return (t, s[1], area(s), np.ptp(x), np.ptp(y), 1 / kappa.max(),
            1e3 * a * kT * np.ptp(g * kappa))


def run_island(n, coarsen):
    s = make_shape(R, island, n)
    t, integral, rows = 0.0, 0.0, [describe(0.0, s)]
    for step, count in schedule:
        s, part = evolve(s, step * coarsen, count // coarsen, B, v0, C)
        assert s is not None
        t += step * count
        integral += part
        rows.append(describe(t, s))
    return s, integral, rows


main, length_integral, rows = run_island(256, 1)
coarse, _, _ = run_island(256, 2)
sparse, _, _ = run_island(128, 2)
xy, xy_coarse, xy_sparse = (np.array(curve(s)) for s in (main, coarse, sparse))
time_error = np.hypot(*(xy - xy_coarse)).max()
marker_error = np.hypot(*(xy_coarse[:, ::2] - xy_sparse)).max()
area_gain = rows[-1][2] - rows[0][2]
area_error = area_gain - v0 * length_integral
assert time_error < 0.1 and marker_error < 0.1
assert abs(area_error) < 1e-3 * rows[0][2]
assert closure(main) < 0.1
dt_explicit = 4 / 3 / (B * g_max * (PI2 / main[1] * 127) ** 4)

edge_rate = {n: g_mean * B * n * n * (n * n - 1) / R**4 for n in (2, 3)}
terrace_ratio = {n: R / (a * n) * np.exp(-(E_terrace - E_edge) / kT) for n in (2, 3)}
capture_ratio = {n: (n - 1) * v0 / R / edge_rate[n] for n in (2, 3)}
thermal = np.sqrt(a * R / (np.pi * g_mean * 3))

print("TESTS (radius 1, B = 1, dimensionless)")
for m, value in measured_rates.items():
    print(f"decay rate mode {m}: measured {value:.3f}, formula {m*m*(m*m-1)}")
for split, (measured, root) in growth.items():
    print(f"split {split:.2f}: ripple factor per step {measured:.4f}, root {root:.4f}")
    print(f"  after 300 steps: angle deviation {late[split][0]:.1e} rad, "
          f"perimeter {late[split][1]:.4f}")
print(f"observed temporal order: {order:.2f}")
print(f"largest distance to independent polygon: {polygon_error:.1e}")
print(f"largest marker motion in that test: {polygon_motion:.3f}")
print(f"position error of marker 0: {anchor_error:.1e}")
print(f"max/min spacing, normal motion only: {normal_only_ratio:.3f}")
print(f"relative error of equilibrium shape: {shape_error:.1e}")
print("EXAMPLE INPUTS, Cu(001), rough typical values")
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"lattice spacing {a} nm, kink energy {kink} eV")
print(f"attempt frequency {attempt:.0e} 1/s")
print(f"activation: edge {E_edge} eV, terrace {E_terrace} eV")
print(f"nominal radius {R} nm, capture velocity {v0} nm/s")
print("relative lobes (mode, cos, sin):", island)
print("EXAMPLE RESULTS")
print(f"B = {B:.1f} nm^4/s, shape constant C = {C:.4f}")
print(f"g: max {g_max:.3f}, min {g_min:.3f}, mean {g_mean:.3f}")
print(f"stiffness: max {g_max*kT/a:.3f}, min {g_min*kT/a:.3f} eV/nm")
print("t(s)  L(nm)  area(nm^2)  x-width(nm)  y-width(nm)  min radius(nm)  mu spread(meV)")
for row in rows:
    print("{:.2f}  {:.2f}  {:.1f}  {:.2f}  {:.2f}  {:.2f}  {:.3f}".format(*row))
print(f"area gain {area_gain:.2f} nm^2, v0*int L dt {v0*length_integral:.2f} nm^2")
print(f"closure defect at end: {closure(main):.1e} nm")
print(f"markers 256; steps {dt/200:.0e} s to 0.01 s, {dt/10:.0e} s to 0.2 s, then {dt} s")
print(f"change on doubling time steps: {time_error:.1e} nm")
print(f"change on halving marker number: {marker_error:.1e} nm")
print(f"explicit step limit {dt_explicit:.2e} s, gain {dt/dt_explicit:.0f} times")
print("NEGLECTED EFFECTS (estimates with mean g)")
for n in (2, 3):
    print(f"mode {n}: edge decay rate {edge_rate[n]:.4f} 1/s")
    print(f"  terrace/edge transport ratio {terrace_ratio[n]:.3f}")
    print(f"  non-uniform capture/edge decay ratio {capture_ratio[n]:.3f}")
print(f"terrace activation for equal mode-2 rates: {E_edge+kT*np.log(R/(2*a)):.3f} eV")
print(f"thermal rms amplitude of mode 2: {thermal:.2f} nm")
print(f"final smallest radius / lattice spacing: {rows[-1][5]/a:.0f}")
print(f"rate factor for 0.05 eV barrier error: {np.exp(0.05/kT):.2f}")
print(f"flux for capture radius {capture_radius:.0f} nm: "
      f"{2*R*v0/capture_radius**2:.1e} monolayer/s")
print("verified")
```

Running it gives:

```
TESTS (radius 1, B = 1, dimensionless)
decay rate mode 2: measured 11.999, formula 12
decay rate mode 3: measured 72.000, formula 72
decay rate mode 5: measured 599.998, formula 600
split 0.80: ripple factor per step 0.8015, root 0.8015
  after 300 steps: angle deviation 1.5e-11 rad, perimeter 6.2833
split 0.70: ripple factor per step 1.2018, root 1.2018
  after 300 steps: angle deviation 2.4e-03 rad, perimeter 0.1671
observed temporal order: 2.12
largest distance to independent polygon: 5.5e-07
largest marker motion in that test: 0.052
position error of marker 0: 1.5e-07
max/min spacing, normal motion only: 1.056
relative error of equilibrium shape: 5.8e-12
EXAMPLE INPUTS, Cu(001), rough typical values
temperature 550 K, kT = 0.04740 eV
lattice spacing 0.255 nm, kink energy 0.13 eV
attempt frequency 1e+13 1/s
activation: edge 0.75 eV, terrace 1.1 eV
nominal radius 50.0 nm, capture velocity 0.1 nm/s
relative lobes (mode, cos, sin): [(2, 0.1, 0.0), (3, 0.0, 0.04), (7, 0.006, 0.0)]
EXAMPLE RESULTS
B = 5672.0 nm^4/s, shape constant C = 7.8624
g: max 6.789, min 1.368, mean 2.770
stiffness: max 1.262, min 0.254 eV/nm
t(s)  L(nm)  area(nm^2)  x-width(nm)  y-width(nm)  min radius(nm)  mu spread(meV)
0.00  318.52  7899.7  110.48  90.24  30.78  2.603
0.01  318.51  7900.0  110.26  90.10  29.55  1.754
0.20  318.62  7906.0  109.20  89.72  25.26  1.155
2.00  320.39  7963.6  106.63  88.64  22.65  0.584
8.00  324.78  8157.2  105.28  89.58  23.11  0.305
20.00  331.93  8551.2  105.84  93.34  25.41  0.188
area gain 651.55 nm^2, v0*int L dt 651.56 nm^2
closure defect at end: 2.1e-05 nm
markers 256; steps 1e-05 s to 0.01 s, 2e-04 s to 0.2 s, then 0.002 s
change on doubling time steps: 8.6e-05 nm
change on halving marker number: 1.1e-05 nm
explicit step limit 1.04e-06 s, gain 1929 times
NEGLECTED EFFECTS (estimates with mean g)
mode 2: edge decay rate 0.0302 1/s
  terrace/edge transport ratio 0.061
  non-uniform capture/edge decay ratio 0.066
mode 3: edge decay rate 0.1810 1/s
  terrace/edge transport ratio 0.041
  non-uniform capture/edge decay ratio 0.022
terrace activation for equal mode-2 rates: 0.967 eV
thermal rms amplitude of mode 2: 0.70 nm
final smallest radius / lattice spacing: 100
rate factor for 0.05 eV barrier error: 2.87
flux for capture radius 200 nm: 2.5e-04 monolayer/s
verified
```
